# The Linear Jahn-Teller Surface and Its Ring of Minima: a numerical check

```python
"""
Linear Jahn-Teller surface of an orbital doublet (x, y) at a C3v defect.
Result under test:
  H(Q) = K rho^2/2 + F (Qx sigma_z - Qy sigma_x),  E+- = K rho^2/2 +- |F| rho,
  with a ring of minima at rho0 = |F|/K and depth E_JT = F^2/(2K).
Symbols: Q = (Qx, Qy) pair of e-mode coordinates, rho its length, phi its angle,
  K stiffness, F linear coupling, G quadratic coupling, M mass, omega frequency.
  Microscopic model: three orbitals on a triangle of side d0 with hopping
  -t0 exp(-kappa (r - d0)).  Energies in eV, lengths in nm unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar

# ---------- inputs: round model parameters ----------
mass_u = 12.0
quantum = 0.070            # hbar omega, eV
t0 = 1.0                   # hopping, eV
kappa = 11.0               # decay of hopping, 1/nm
d0 = 0.25                  # side of the triangle, nm
morse_range = 20.0         # bond anharmonicity, 1/nm
field = 0.1                # V/nm, equal to 1 MV/cm
strain = 1.0e-3            # shear strain diag(strain, -strain)
temperature = 300.0        # K

mass = mass_u * const.atomic_mass
omega = quantum * const.e / const.hbar
K = mass * omega**2 / const.e * 1e-18          # eV/nm^2
F = t0 * kappa                                 # magnitude, eV/nm
rho0 = F / K
E_JT = F**2 / (2 * K)
R = d0 / np.sqrt(3)

one = np.eye(2)
sx = np.array([[0.0, 1.0], [1.0, 0.0]])
sy = np.array([[0.0, -1.0j], [1.0j, 0.0]])
sz = np.diag([1.0, -1.0])

# ---------- symmetry: which linear couplings survive ----------
angle = 2 * np.pi / 3
rotation = np.array([[np.cos(angle), -np.sin(angle)],
                     [np.sin(angle), np.cos(angle)]])
mirror = np.diag([1.0, -1.0])


def invariant_couplings(operations):
    """Null space of D V(Q) D^T - V(D Q) over all Hermitian linear V."""
    columns = []
    for m in range(2):
        for tau in (one, sx, sy, sz):
            residual = []
            for D in operations:
                for n in range(2):
                    diff = (D @ tau @ D.T) * (m == n) - tau * D[m, n]
                    residual += [diff.real.ravel(), diff.imag.ravel()]
            columns.append(np.concatenate(residual))
    _, s, vt = np.linalg.svd(np.array(columns).T)
    return vt[s < 1e-10]


only_rotation = invariant_couplings([rotation])
full_group = invariant_couplings([rotation, mirror])
assert len(only_rotation) == 2 and len(full_group) == 1
coef = full_group[0].reshape(2, 4)
coupling = [sum(c * tau for c, tau in zip(row, (one, sx, sy, sz)))
            for row in coef]
scale = coupling[0][0, 0]
coupling = [(c / scale).real for c in coupling]
assert np.allclose(coupling[0], sz, atol=1e-10)
assert np.allclose(coupling[1], -sx, atol=1e-10)

# ---------- microscopic triangle ----------
site_angles = angle * np.arange(3)
corners = np.column_stack([np.cos(site_angles), np.sin(site_angles)])
doublet = np.sqrt(2 / 3) * corners             # columns: states x and y


def triangle_hamiltonian(qx, qy):
    shear = np.array([[qx, -qy], [-qy, -qx]])
    pos = R * corners + corners @ shear / np.sqrt(3)
    H = np.zeros((3, 3))
    for i in range(3):
        for j in range(i):
            r = np.linalg.norm(pos[i] - pos[j])
            H[i, j] = H[j, i] = -t0 * np.exp(-kappa * (r - d0))
    return H


h = 1e-5
for direction, pattern in (((1, 0), sz), ((0, 1), -sx)):
    plus = triangle_hamiltonian(h * direction[0], h * direction[1])
    minus = triangle_hamiltonian(-h * direction[0], -h * direction[1])
    slope = doublet.T @ (plus - minus) @ doublet / (2 * h)
    assert np.allclose(slope, -t0 * kappa * pattern, atol=1e-5 * F)

# quadratic terms, read from the exact levels of the triangle
G = t0 * kappa**2 / 6 + t0 * kappa / (4 * d0)  # magnitude
S = t0 * kappa**2 / 3 - t0 * kappa / (4 * d0)
q = 1e-4
up = np.linalg.eigvalsh(triangle_hamiltonian(q, 0))
down = np.linalg.eigvalsh(triangle_hamiltonian(-q, 0))
G_levels = ((up[2] - up[1]) - (down[2] - down[1])) / (4 * q**2)
S_levels = ((up[1] + up[2] + down[1] + down[2]) / 4 - t0) / q**2
assert abs(G_levels / G - 1) < 1e-3 and abs(S_levels / S - 1) < 1e-3


# ---------- sheets, ring and curvature ----------
def sheets(qx, qy, extra=0.0):
    matrix = F * (qx * coupling[0] + qy * coupling[1]) + extra
    return K * (qx**2 + qy**2) / 2 + np.linalg.eigvalsh(matrix)


rng = np.random.default_rng(1)
for qx, qy in rng.normal(0, 0.01, (20, 2)):
    rho = np.hypot(qx, qy)
    expected = K * rho**2 / 2 + np.array([-F * rho, F * rho])
    assert np.allclose(sheets(qx, qy), expected, atol=1e-12)

found_angles = []
for start_angle in np.linspace(0, 2 * np.pi, 8, endpoint=False) + 0.1:
    start = rng.uniform(2, 20) * np.array([np.cos(start_angle),
                                           np.sin(start_angle)])
    res = minimize(lambda p: sheets(p[0] / 1000, p[1] / 1000)[0], start,
                   method="Nelder-Mead",
                   options={"xatol": 1e-6, "fatol": 1e-13, "maxiter": 2000})
    assert abs(res.fun + E_JT) < 1e-9
    assert abs(np.hypot(*res.x) / 1000 - rho0) < 1e-6
    found_angles.append(np.arctan2(res.x[1], res.x[0]))
assert np.ptp(found_angles) > 3.0              # minima all round the ring

base = sheets(rho0, 0)[0]
radial = (sheets(rho0 + h, 0)[0] + sheets(rho0 - h, 0)[0] - 2 * base) / h**2
tangential = (sheets(rho0, h)[0] + sheets(rho0, -h)[0] - 2 * base) / h**2
assert abs(radial / K - 1) < 1e-4 and abs(tangential) < 1e-4 * K
gap_ring = np.diff(sheets(rho0, 0))[0]
assert abs(gap_ring - 4 * E_JT) < 1e-10


# ---------- sign of the electronic state after a closed loop ----------
def loop_sign(center_x, radius):
    states = []
    for a in np.linspace(0, 2 * np.pi, 60, endpoint=False):
        qx, qy = center_x + radius * np.cos(a), radius * np.sin(a)
        matrix = qx * coupling[0] + qy * coupling[1]
        states.append(np.linalg.eigh(matrix)[1][:, 0])
    return np.sign(np.prod([states[i] @ states[(i + 1) % 60]
                            for i in range(60)]))


sign_around = loop_sign(0.0, rho0)
sign_outside = loop_sign(2 * rho0, rho0)
assert sign_around == -1 and sign_outside == 1


# ---------- quantum motion on both sheets ----------
def vibronic_levels(depth, g, n_max):
    """Levels in units of hbar omega; depth = E_JT/(hbar omega), g = G/K."""
    basis = [(a, b) for a in range(n_max + 1) for b in range(n_max + 1 - a)]
    index = {s: i for i, s in enumerate(basis)}
    n = len(basis)
    X, Y = np.zeros((n, n)), np.zeros((n, n))
    for (a, b), i in index.items():
        if a + b < n_max:
            k = index[(a + 1, b)]
            X[i, k] = X[k, i] = np.sqrt((a + 1) / 2)
            k = index[(a, b + 1)]
            Y[i, k] = Y[k, i] = np.sqrt((b + 1) / 2)
    f = np.sqrt(2 * depth)
    H = np.kron(one, np.diag([a + b + 1.0 for a, b in basis]))
    H += f * (np.kron(sz, X) - np.kron(sx, Y))
    if g:
        H += g * (np.kron(sz, X @ X - Y @ Y) + np.kron(sx, X @ Y + Y @ X))
    return np.linalg.eigvalsh(H)


rotor_errors = []
for depth in (5.0, 10.0):
    lev = vibronic_levels(depth, 0.0, 40)
    assert abs(lev[1] - lev[0]) < 1e-8 and abs(lev[3] - lev[2]) < 1e-8
    rotor_errors.append(abs((lev[2] - lev[0]) * 2 * depth - 1))
# the rotor law is the leading term in 1/depth, so its error must shrink
assert rotor_errors[1] < 0.12 and rotor_errors[1] < 0.65 * rotor_errors[0]
assert abs(lev[0] - (-10.0 + 0.5 + 1 / 160)) < 2e-3
weak = vibronic_levels(0.001, 0.0, 8)
assert abs((1 - weak[0]) / 0.002 - 1) < 0.02

depth = E_JT / quantum
levels = vibronic_levels(depth, 0.0, 26)
assert np.allclose(levels[:6], vibronic_levels(depth, 0.0, 20)[:6], atol=1e-6)
warped = vibronic_levels(depth, G / K, 26)
assert abs(warped[1] - warped[0]) < 1e-7
gap_linear = (levels[2] - levels[0]) * quantum
gap_rotor = quantum**2 / (2 * E_JT)
lowering = (1 - levels[0]) * quantum
kT = const.k * temperature / const.e
ground_share = 2 / np.sum(np.exp(-(levels - levels[0]) * quantum / kT))
width = np.sqrt(const.hbar / (2 * mass * omega)) * 1e9


# ---------- effects that break the ring ----------
def trough(energy):
    """Lowest energy over rho for angles phi from 0 to pi."""
    out = []
    for phi in np.linspace(0, np.pi, 37):
        c, s = np.cos(phi), np.sin(phi)
        res = minimize_scalar(lambda r: energy(r * c, r * s), method="bounded",
                              bounds=(0.3 * rho0, 2 * rho0),
                              options={"xatol": 1e-10})
        out.append(res.fun)
    return np.array(out)


full = trough(lambda a, b: K * (a * a + b * b) / 2 - t0
              + np.linalg.eigvalsh(triangle_hamiltonian(a, b))[1])
barrier = np.ptp(full)
K_eff = K + 2 * S
barrier_formula = 2 * G * F**2 / (K_eff**2 - 4 * G**2)
# the formula omits cubic terms, smaller by a factor of order kappa*rho0
assert abs(barrier / barrier_formula - 1) < 0.2

# three Morse bonds that together supply the stiffness K
bond_vectors = np.array([corners[0] - corners[1], corners[1] - corners[2],
                         corners[2] - corners[0]]) / np.sqrt(3)
morse_depth = (2 * K / 3) / (2 * morse_range**2)
elastic = []
for phi in np.linspace(0, 2 * np.pi, 121):
    shear = rho0 * np.array([[np.cos(phi), -np.sin(phi)],
                             [-np.sin(phi), -np.cos(phi)]])
    stretch = np.array([b @ shear @ b for b in bond_vectors])
    elastic.append(np.sum(morse_depth
                          * (1 - np.exp(-morse_range * stretch))**2))
anharmonic = np.ptp(elastic)
assert abs(anharmonic / (E_JT * morse_range * rho0) - 1) < 0.03

# electric field along x acting on the three sites
field_matrix = doublet.T @ np.diag(field * R * corners[:, 0]) @ doublet
field_tilt = np.ptp(trough(lambda a, b: sheets(a, b, field_matrix)[0]))
assert abs(field_tilt / (field * R) - 1) < 1e-4

# imposed shear moves the rest position of the springs
shift = d0 * strain
strain_tilt = np.ptp(trough(lambda a, b: sheets(a, b)[0]
                            + K * (shift**2 - 2 * a * shift) / 2))
assert abs(strain_tilt / (2 * F * shift) - 1) < 1e-4

# ---------- output ----------
print(f"mass M = {mass_u:.1f} u")
print(f"mode quantum = {quantum*1e3:.1f} meV")
print(f"hopping t0 = {t0:.2f} eV")
print(f"hopping decay kappa = {kappa:.1f} 1/nm")
print(f"triangle side d = {d0:.3f} nm")
print(f"center-to-corner distance R = {R:.4f} nm")
print(f"couplings allowed by rotation only = {len(only_rotation)}")
print(f"couplings allowed by full C3v = {len(full_group)}")
print(f"angular frequency = {omega:.4e} rad/s")
print(f"stiffness K = {K:.1f} eV/nm^2")
print(f"linear coupling |F| = {F:.2f} eV/nm")
print(f"ring radius rho0 = {rho0:.5f} nm")
print(f"shift of each atom on ring = {rho0/np.sqrt(3):.5f} nm")
print(f"Jahn-Teller energy = {E_JT*1e3:.2f} meV")
print(f"vertical gap on ring = {gap_ring*1e3:.2f} meV")
for x in (0.0, 0.5, 1.0, 1.5, 2.0):
    low, high = sheets(x * rho0, 0) * 1e3 + 0.0
    print(f"rho/rho0 = {x:.1f}: E- = {low:.2f}, E+ = {high:.2f} meV")
print(f"radial curvature / K = {radial/K:.5f}")
print(f"tangential curvature / K = {abs(tangential)/K:.1e}")
print(f"state sign, loop around origin = {sign_around:+.0f}")
print(f"state sign, loop beside origin = {sign_outside:+.0f}")
print(f"E_JT / mode quantum = {depth:.3f}")
print(f"zero-point rms width = {width:.5f} nm")
print(f"width / rho0 = {width/rho0:.3f}")
print(f"rotor error at E_JT = 5 quanta = {rotor_errors[0]*100:.1f} %")
print(f"rotor error at E_JT = 10 quanta = {rotor_errors[1]*100:.1f} %")
print(f"ground-level lowering = {lowering*1e3:.2f} meV")
print(f"first vibronic gap, linear model = {gap_linear*1e3:.2f} meV")
print(f"first gap, slow-rotor estimate = {gap_rotor*1e3:.2f} meV")
print(f"quadratic coupling |G| = {G:.2f} eV/nm^2")
print(f"isotropic term S = {S:.2f} eV/nm^2")
print(f"|G|/K = {G/K:.4f}")
print(f"well depth, full triangle = {-full.min()*1e3:.2f} meV")
print(f"warping barrier, full triangle = {barrier*1e3:.2f} meV")
print(f"warping barrier, formula = {barrier_formula*1e3:.2f} meV")
print(f"first gap with warping = {(warped[2]-warped[0])*quantum*1e3:.2f} meV")
print(f"next-pair splitting = {(warped[3]-warped[2])*quantum*1e3:.2f} meV")
print(f"Morse range parameter = {morse_range:.1f} 1/nm")
print(f"bond-anharmonic variation = {anharmonic*1e3:.2f} meV")
print(f"electric field = {field*10:.2f} MV/cm")
print(f"trough tilt by field = {field_tilt*1e3:.2f} meV")
print(f"shear strain = {strain:.1e}")
print(f"trough tilt by strain = {strain_tilt*1e3:.2f} meV")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy kT = {kT*1e3:.2f} meV")
print(f"share in ground vibronic pair = {ground_share:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
mass M = 12.0 u
mode quantum = 70.0 meV
hopping t0 = 1.00 eV
hopping decay kappa = 11.0 1/nm
triangle side d = 0.250 nm
center-to-corner distance R = 0.1443 nm
couplings allowed by rotation only = 2
couplings allowed by full C3v = 1
angular frequency = 1.0635e+14 rad/s
stiffness K = 1406.6 eV/nm^2
linear coupling |F| = 11.00 eV/nm
ring radius rho0 = 0.00782 nm
shift of each atom on ring = 0.00451 nm
Jahn-Teller energy = 43.01 meV
vertical gap on ring = 172.04 meV
rho/rho0 = 0.0: E- = 0.00, E+ = 0.00 meV
rho/rho0 = 0.5: E- = -32.26, E+ = 53.76 meV
rho/rho0 = 1.0: E- = -43.01, E+ = 129.03 meV
rho/rho0 = 1.5: E- = -32.26, E+ = 225.80 meV
rho/rho0 = 2.0: E- = 0.00, E+ = 344.08 meV
radial curvature / K = 1.00000
tangential curvature / K = 4.1e-07
state sign, loop around origin = -1
state sign, loop beside origin = +1
E_JT / mode quantum = 0.614
zero-point rms width = 0.00499 nm
width / rho0 = 0.638
rotor error at E_JT = 5 quanta = 14.5 %
rotor error at E_JT = 10 quanta = 7.6 %
ground-level lowering = 63.86 meV
first vibronic gap, linear model = 39.71 meV
first gap, slow-rotor estimate = 56.96 meV
quadratic coupling |G| = 31.17 eV/nm^2
isotropic term S = 29.33 eV/nm^2
|G|/K = 0.0222
well depth, full triangle = 42.99 meV
warping barrier, full triangle = 3.30 meV
warping barrier, formula = 3.52 meV
first gap with warping = 36.56 meV
next-pair splitting = 6.30 meV
Morse range parameter = 20.0 1/nm
bond-anharmonic variation = 6.78 meV
electric field = 1.00 MV/cm
trough tilt by field = 14.43 meV
shear strain = 1.0e-03
trough tilt by strain = 5.50 meV
temperature = 300 K
thermal energy kT = 25.85 meV
share in ground vibronic pair = 0.770
ALL CHECKS PASSED
```
